# Bruggeman conductivity of a metal–dielectric mixture at metal fraction one third: test program

```python
"""
Result under test: a metal-dielectric mixture with metal fraction 1/3 has, in
three-dimensional Bruggeman theory and at low frequency, the conductivity
    sigma = sqrt(sigma0*omega*eps/(8*pi)) * exp(-i*pi/4)     (atomic units)
for fields varying as exp(-i*omega*t).
Symbols: sigma0 = metal conductivity, eps = relative permittivity of the
dielectric, omega = angular frequency, s = |sigma_dielectric|/sigma0,
delta = 3*(metal fraction) - 1. Reduced conductivities are in units of sigma0.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq


def bruggeman(metal, diel, fraction=1/3):
    """Iterate (average current)/(average field) for spheres in the medium."""
    value = 0.3 + 0j
    for _ in range(400000):
        field_m = fraction / (metal + 2*value)
        field_d = (1 - fraction) / (diel + 2*value)
        new = (metal*field_m + diel*field_d) / (field_m + field_d)
        if abs(new - value) < 1e-14*abs(new):
            return new
        value = new
    raise RuntimeError("mean-field iteration did not converge")


def sphere_inner_field(inside, host, cells=4000):
    """Finite-volume dipole potential u(r), x = ln(r/radius), unit far field.

    Each row states: flux out - flux in - 2*h*r*sigma*u = 0. The known
    potential at the outer boundary goes to the right side with a minus sign.
    """
    h = 8.0/cells
    x = -4 + h*(np.arange(cells) + 0.5)
    r = np.exp(x)
    sig = np.where(x < 0, inside, host).astype(complex)
    face = np.exp(x[:-1] + h/2)
    link = face / (h/2/sig[:-1] + h/2/sig[1:])
    diag = -2*h*r*sig
    diag[:-1] -= link
    diag[1:] -= link
    diag[0] -= np.exp(-4.0)*sig[0]*np.exp(-h/2)
    outer = np.exp(4.0)*sig[-1]/(h/2)
    diag[-1] -= outer
    rhs = np.zeros(cells, complex)
    rhs[-1] = -outer*np.exp(4.0)
    bands = np.zeros((3, cells), complex)
    bands[0, 1:] = link
    bands[1] = diag
    bands[2, :-1] = link
    u = solve_banded((1, 1), bands, rhs)
    k = np.argmin(abs(x + 1))
    return u[k]/r[k]


def network_conductivity(diel, masks, size):
    """Kirchhoff solution of a periodic cubic bond network in a unit field."""
    n = size**3
    index = np.arange(n).reshape(size, size, size)
    matrix = np.zeros((n, n), complex)
    rhs = np.zeros(n, complex)
    start = index.ravel()
    for axis in range(3):
        end = np.roll(index, -1, axis=axis).ravel()
        g = np.where(masks[axis], 1.0, diel)
        np.add.at(matrix, (start, start), g)
        np.add.at(matrix, (end, end), g)
        np.add.at(matrix, (start, end), -g)
        np.add.at(matrix, (end, start), -g)
        if axis == 2:
            np.add.at(rhs, start, -g)
            np.add.at(rhs, end, g)
            g_field, end_field = g, end
    v = np.zeros(n, complex)
    v[1:] = np.linalg.solve(matrix[1:, 1:], rhs[1:])
    return np.sum(g_field*(v[start] - v[end_field] + 1))/n


def degrees(z):
    return np.degrees(np.angle(z))


# Field inside a sphere, from the differential equation
host = bruggeman(1.0, -0.1j)
for inside in (1.0, -0.1j):
    numeric = sphere_inner_field(inside, host)
    formula = 3*host/(inside + 2*host)
    assert abs(numeric/formula - 1) < 1e-4   # grid error of order h^2

# Exact root, choice of root, and low-frequency law
print("BRUGGEMAN THEORY AT METAL FRACTION 1/3")
print("s | |sigma|/sigma0 | log slope | phase (deg)")
for s in (1e-6, 1e-4, 1e-2, 1.0):
    value = bruggeman(1.0, -1j*s)
    roots = np.roots([2, 1j*s, 1j*s])
    passive = roots[roots.real > 0]
    assert len(passive) == 1 and abs(passive[0]/value - 1) < 1e-8
    closed = np.sqrt(-0.5j*s)*np.exp(np.arcsinh(np.sqrt(-1j*s/8)))
    assert abs(closed/value - 1) < 1e-8
    up, down = bruggeman(1.0, -1.1j*s), bruggeman(1.0, -1j*s/1.1)
    slope = np.log(abs(up/down))/np.log(1.1**2)
    if s <= 1e-4:
        assert abs(slope - 0.5) < 0.003
        assert abs(degrees(value) + 45) < 0.2
        assert abs(abs(value)/np.sqrt(s/2) - 1 - np.sqrt(s)/4) < s
        assert abs(np.angle(value) + np.pi/4 + np.sqrt(s)/4) < s
    print(f"{s:.0e} | {abs(value):.6f} | {slope:.4f} | {degrees(value):.3f}")

# Static limits on either side of the threshold
above = bruggeman(1.0, -1e-8j, 0.4)
below = bruggeman(1.0, -1e-8j, 0.3)
assert abs(above/0.1 - 1) < 1e-5
assert abs(below/(-1e-7j) - 1) < 1e-4
print(f"Static sigma/sigma0 at metal fraction 0.4: {above.real:.4f}")
print(f"|sigma/sigma_d| at metal fraction 0.3: {abs(below)/1e-8:.3f}")

# Worked example: rough values for an aluminium-alumina cermet film
sigma0_cm, eps, freq_thz, temp = 1e5, 9.0, 1.0, 300.0
grain_nm, gap_nm, film_nm = 10.0, 1.0, 200.0
density_nm3, barrier_ev, loss_tangent = 180.0, 2.0, 0.01
drive_mvcm = 0.001
sigma0 = 100*sigma0_cm
omega = 2*np.pi*freq_thz*1e12
displacement = omega*const.epsilon_0*eps
s = displacement/sigma0
base = bruggeman(1.0, -1j*s)
sigma_cm = base*sigma0_cm

hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]
unit_sigma = const.e**2/(const.hbar*bohr)
omega_au = omega*const.hbar/hartree
lead_au = np.sqrt(sigma0/unit_sigma*omega_au*eps/(8*np.pi))
lead_cm = lead_au*unit_sigma/100
assert abs(lead_cm/abs(sigma_cm) - 1) < 0.005

print("EXAMPLE: ALUMINIUM-ALUMINA CERMET, ROUGH INPUTS")
print(f"Grain conductivity: {sigma0_cm:.1e} S/cm")
print(f"Relative permittivity: {eps:.1f}; frequency: {freq_thz:.1f} THz")
print(f"Temperature: {temp:.0f} K; film thickness: {film_nm:.0f} nm")
print(f"Grain diameter: {grain_nm:.0f} nm; oxide gap: {gap_nm:.1f} nm")
print(f"Displacement conductivity: {displacement/100:.3f} S/cm")
print(f"Ratio s: {s:.4e}")
print(f"Leading-law |sigma|: {lead_cm:.1f} S/cm = {lead_au:.4e} a.u.")
print(f"Full Bruggeman |sigma|: {abs(sigma_cm):.1f} S/cm")
print(f"Real part: {sigma_cm.real:.1f} S/cm")
print(f"Imaginary part: {sigma_cm.imag:.1f} S/cm")
print(f"Full Bruggeman phase: {degrees(base):.3f} deg")

# Error in metal fraction
df = 0.0005
shift_df = np.angle(bruggeman(1.0, -1j*s, 1/3 + df)/base)
assert abs(shift_df/(3*df/(4*np.sqrt(s))) - 1) < 0.02
window = np.sqrt(8*s)/3
print("EFFECTS LEFT OUT OF THE IDEAL LAW")
print(f"Phase shift for metal fraction +{df}: {np.degrees(shift_df):.2f} deg")
print(f"Metal-fraction offset at crossover: {window:.4f}")

# Relaxation of the metal and loss of the dielectric
density = density_nm3*1e27
tau = const.m_e*sigma0/(density*const.e**2)
k_fermi = (3*np.pi**2*density)**(1/3)
v_fermi = const.hbar*k_fermi/const.m_e
shift_tau = np.angle(bruggeman(1/(1 - 1j*omega*tau), -1j*s)/base)
shift_loss = np.angle(bruggeman(1.0, s*(loss_tangent - 1j))/base)
assert abs(shift_tau - omega*tau/2) < 1e-4
assert abs(shift_loss - loss_tangent/2) < 1e-4
print(f"Electron density, rough: {density_nm3:.0f} nm^-3")
print(f"Relaxation time: {tau*1e15:.2f} fs; omega*tau: {omega*tau:.4f}")
print(f"Mean free path: {v_fermi*tau*1e9:.2f} nm")
print(f"Phase shift from relaxation: {np.degrees(shift_tau):.2f} deg")
print(f"Phase shift, loss tangent {loss_tangent}: "
      f"{np.degrees(shift_loss):.2f} deg")

# Tunnelling through the oxide gap, WKB with the free-electron mass
kappa = np.sqrt(2*const.m_e*barrier_ev*const.e)/const.hbar


def tunnel_sigma(gap):
    return (const.e**2/const.h*(1 + 2*kappa*gap)/(4*np.pi*gap)
            * np.exp(-2*kappa*gap))


gap = gap_nm*1e-9
a = kappa*gap
integral = quad(lambda q: q*np.exp(-2*(np.sqrt(a*a + q*q) - a)), 0, 40,
                epsabs=1e-11, limit=200)[0]
tunnel_numeric = const.e**2/const.h*integral*np.exp(-2*a)/(np.pi*gap)
assert abs(tunnel_numeric/tunnel_sigma(gap) - 1) < 1e-6
gap_equal = brentq(lambda d: np.log(tunnel_sigma(d)/displacement),
                   0.05e-9, 2e-9, xtol=1e-15)
print(f"Barrier height, rough: {barrier_ev:.1f} eV")
print(f"Tunnel/displacement current: {tunnel_numeric/displacement:.2e}")
print(f"Gap where the two currents are equal: {gap_equal*1e9:.2f} nm")

# Grain energies and electromagnetic lengths
radius = grain_nm*0.5e-9
charging = const.e/(8*np.pi*const.epsilon_0*eps*radius)*1e3
fermi_energy = (const.hbar*k_fermi)**2/(2*const.m_e)
volume = 4*np.pi*radius**3/3
spacing = 2*fermi_energy/(3*density*volume)/const.e*1e3
photon = const.hbar*omega/const.e*1e3
thermal = const.k*temp/const.e*1e3
skin_grain = np.sqrt(2/(const.mu_0*omega*sigma0))*1e9
wave_number = np.sqrt(1j*omega*const.mu_0*base*sigma0)
depth_film = 1e9/wave_number.imag
assert spacing < 0.1*photon
assert skin_grain > 5*grain_nm and depth_film > 5*film_nm
print(f"Grain charging energy: {charging:.1f} meV; kT: {thermal:.1f} meV")
print(f"Level spacing: {spacing:.3f} meV; photon energy: {photon:.2f} meV")
print(f"Skin depth in the grain metal: {skin_grain:.0f} nm")
print(f"Field decay length in the composite: {depth_film:.0f} nm")
print(f"Chosen drive field: {drive_mvcm:.3f} MV/cm")
print(f"Gap field, grain/gap estimate: {drive_mvcm*grain_nm/gap_nm:.3f} MV/cm")

# Direct random-network solution: where the mean-field theory works and fails
rng = np.random.default_rng(7)
size, samples = 9, 16
sites = size**3
results = {1.0: [], s: [], s/100: []}
for _ in range(samples):
    masks = [rng.permutation(sites) < sites//3 for axis in range(3)]
    for ratio in results:
        results[ratio].append(network_conductivity(-1j*ratio, masks, size))
mean = {ratio: np.mean(values) for ratio, values in results.items()}
error = np.std(np.abs(results[s]), ddof=1)/np.sqrt(samples)
moderate = abs(mean[1.0]/bruggeman(1.0, -1j) - 1)
persistence = abs(mean[s/100]/mean[s])
mean_field_drop = abs(bruggeman(1.0, -1j*s/100)/base)
assert moderate < 0.03                 # finite sample and mean-field error
assert abs(mean[s]) > 2*abs(base)
assert degrees(mean[s]) > -22.5
assert persistence > 0.8 and mean_field_drop < 0.11
print("RANDOM CUBIC BOND NETWORK, METAL BOND FRACTION 1/3")
print(f"Network side: {size} bonds; samples: {samples}")
print(f"Relative difference from Bruggeman at s=1: {moderate:.4f}")
print(f"Example s, network |sigma|/sigma0: {abs(mean[s]):.4f}")
print(f"Standard error of that mean: {error:.4f}")
print(f"Example s, Bruggeman |sigma|/sigma0: {abs(base):.5f}")
print(f"Example s, network phase: {degrees(mean[s]):.2f} deg")
print(f"Network |sigma| ratio, s/100 to s: {persistence:.3f}")
print(f"Bruggeman |sigma| ratio, s/100 to s: {mean_field_drop:.3f}")

print("ALL CHECKS PASSED")
```

Running it gives:

```
BRUGGEMAN THEORY AT METAL FRACTION 1/3
s | |sigma|/sigma0 | log slope | phase (deg)
1e-06 | 0.000707 | 0.5001 | -45.014
1e-04 | 0.007089 | 0.5013 | -45.143
1e-02 | 0.072501 | 0.5125 | -46.432
1e+00 | 0.912399 | 0.6321 | -59.010
Static sigma/sigma0 at metal fraction 0.4: 0.1000
|sigma/sigma_d| at metal fraction 0.3: 10.000
EXAMPLE: ALUMINIUM-ALUMINA CERMET, ROUGH INPUTS
Grain conductivity: 1.0e+05 S/cm
Relative permittivity: 9.0; frequency: 1.0 THz
Temperature: 300 K; film thickness: 200 nm
Grain diameter: 10 nm; oxide gap: 1.0 nm
Displacement conductivity: 5.007 S/cm
Ratio s: 5.0069e-05
Leading-law |sigma|: 500.3 S/cm = 1.0877e-02 a.u.
Full Bruggeman |sigma|: 501.2 S/cm
Real part: 353.8 S/cm
Imaginary part: -355.1 S/cm
Full Bruggeman phase: -45.101 deg
EFFECTS LEFT OUT OF THE IDEAL LAW
Phase shift for metal fraction +0.0005: 3.03 deg
Metal-fraction offset at crossover: 0.0067
Electron density, rough: 180 nm^-3
Relaxation time: 1.97 fs; omega*tau: 0.0124
Mean free path: 3.99 nm
Phase shift from relaxation: 0.35 deg
Phase shift, loss tangent 0.01: 0.29 deg
Barrier height, rough: 2.0 eV
Tunnel/displacement current: 4.86e-05
Gap where the two currents are equal: 0.32 nm
Grain charging energy: 16.0 meV; kT: 25.9 meV
Level spacing: 0.082 meV; photon energy: 4.14 meV
Skin depth in the grain metal: 159 nm
Field decay length in the composite: 4163 nm
Chosen drive field: 0.001 MV/cm
Gap field, grain/gap estimate: 0.010 MV/cm
RANDOM CUBIC BOND NETWORK, METAL BOND FRACTION 1/3
Network side: 9 bonds; samples: 16
Relative difference from Bruggeman at s=1: 0.0011
Example s, network |sigma|/sigma0: 0.0430
Standard error of that mean: 0.0026
Example s, Bruggeman |sigma|/sigma0: 0.00501
Example s, network phase: -0.47 deg
Network |sigma| ratio, s/100 to s: 1.000
Bruggeman |sigma| ratio, s/100 to s: 0.100
ALL CHECKS PASSED
```
